# Linear tetrahedron integration of squared velocity for a cubic band: a program that tests the result

```python
# Result under test: linear tetrahedron integration of v_x^2 over the level
# surface of a simple cubic band converges as eta^2, eta = 2 pi / N, with
#   S_N - S = eta^2 * (C + D) + higher order   for -6 < E < -2,
#   C = (g*(2 - E^2/12) - 3*S)/12,
#   D = sin(2*x0)*B2(frac(x0/eta))/(16*pi^2),  cos(x0) = -E/2 - 2.
# Symbols: E = energy / t; g = density of states per cell and spin, times t;
# S = cell average of sin^2(k_x a) delta(E - band); N = grid cells per axis;
# B2(u) = u^2 - u + 1/6. C is the mean over grid offsets, D oscillates with N.
# At the saddle energy E = -2, S keeps second order but g drops to first.
from itertools import permutations, product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipkm1

CORNERS = list(product((0, 1), repeat=3))
PATHS = [[0, 4 >> p[0], (4 >> p[0]) + (4 >> p[1]), 7]
         for p in permutations(range(3))]


def plane_section(corner_energy, corner_weight, level):
    """Integrals of delta and weight*delta for tetrahedra of unit volume."""
    order = np.argsort(corner_energy, axis=0)
    e = np.take_along_axis(corner_energy, order, axis=0)
    w = np.take_along_axis(corner_weight, order, axis=0)
    level = np.broadcast_to(level, e[0].shape)
    density = np.zeros(e[0].shape)
    weighted = np.zeros(e[0].shape)

    def cut(i, j, mask):
        f = (level[mask] - e[i][mask]) / (e[j][mask] - e[i][mask])
        return f, w[i][mask] + f * (w[j][mask] - w[i][mask])

    low = (e[0] < level) & (level <= e[1])
    high = (e[2] < level) & (level < e[3])
    for apex, others, mask in ((0, (1, 2, 3), low), (3, (0, 1, 2), high)):
        (f1, w1), (f2, w2), (f3, w3) = [cut(apex, j, mask) for j in others]
        part = 3 * f1 * f2 * f3 / np.abs(level[mask] - e[apex][mask])
        density[mask] = part
        weighted[mask] = part * (w1 + w2 + w3) / 3
    mid = (e[1] < level) & (level <= e[2])
    _, w13 = cut(0, 2, mid)
    f14, w14 = cut(0, 3, mid)
    f23, w23 = cut(1, 2, mid)
    f24, w24 = cut(1, 3, mid)
    span = e[2][mid] - e[0][mid]
    first = 3 * f14 * (1 - f24) / span
    second = 3 * f24 * (1 - f23) / span
    density[mid] = first + second
    weighted[mid] = (first * (w13 + w14 + w24)
                     + second * (w13 + w24 + w23)) / 3
    return density, weighted


def grid_sums(n, level, offset=(0.0, 0.0, 0.0)):
    """Tetrahedron values of (g, S) on an n^3 grid shifted by offset cells."""
    angle = 2 * np.pi * (np.arange(n) + np.array(offset)[:, None]) / n
    c = -2 * np.cos(angle)
    band = c[0][:, None, None] + c[1][None, :, None] + c[2][None, None, :]
    values = np.stack([np.roll(band, (-b[0], -b[1], -b[2]), (0, 1, 2))
                       for b in CORNERS])
    hit = np.nonzero((values.min(axis=0) < level)
                     & (level <= values.max(axis=0)))
    energy = values[:, hit[0], hit[1], hit[2]]
    sine2 = np.sin(angle[0])**2
    weight = np.stack([sine2[(hit[0] + b[0]) % n] for b in CORNERS])
    total = np.zeros(2)
    for path in PATHS:
        density, weighted = plane_section(energy[path], weight[path], level)
        total += density.sum(), weighted.sum()
    return total / (6 * n**3)


def reference(level):
    """(g, S) from one-dimensional quadrature of the square-lattice density."""
    breaks = [0.0, np.pi]
    for x in (-4.0, 0.0, 4.0):
        cosine = (x - level) / 2
        if -1 < cosine < 1:
            breaks.append(np.arccos(cosine))
    breaks.sort()

    def sheet(theta):
        # The floor only prevents roundoff from hitting the log singularity.
        x = max(abs(level + 2 * np.cos(theta)), 1e-15)
        return ellipkm1((x / 4)**2) / (2 * np.pi**2)

    result = np.zeros(2)
    for left, right in zip(breaks[:-1], breaks[1:]):
        if abs(level + 2 * np.cos((left + right) / 2)) >= 4:
            continue
        result[0] += quad(sheet, left, right, epsabs=1e-11,
                          epsrel=1e-10, limit=200)[0] / np.pi
        result[1] += quad(lambda q: np.sin(q)**2 * sheet(q), left, right,
                          epsabs=1e-11, epsrel=1e-10, limit=200)[0] / np.pi
    return result


def mean_coefficient(level):
    g, s = reference(level)
    return (g * (2 - level**2 / 12) - 3 * s) / 12


# Single-tetrahedron formula against volume quadrature of Laplace transforms.
rng = np.random.default_rng(7)
node, node_weight = np.polynomial.legendre.leggauss(16)
node, node_weight = (node + 1) / 2, node_weight / 2
u, v, z = np.meshgrid(node, node, node, indexing="ij")
bary = np.stack([u, (1-u)*v, (1-u)*(1-v)*z, (1-u)*(1-v)*(1-z)])
volume_weight = (6 * (1-u)**2 * (1-v) * node_weight[:, None, None]
                 * node_weight[None, :, None] * node_weight[None, None, :])
section_error = 0.0
for _ in range(8):
    e_test = np.sort(rng.uniform(-1, 1, 4))
    w_test = rng.uniform(0, 1, 4)
    e_inside = np.tensordot(e_test, bary, axes=1)
    w_inside = np.tensordot(w_test, bary, axes=1)
    for s in (-1.0, 0.0, 1.5):
        direct = np.array([(volume_weight * np.exp(-s*e_inside)).sum(),
                           (volume_weight * w_inside
                            * np.exp(-s*e_inside)).sum()])
        by_section = np.zeros(2)
        for left, right in zip(e_test[:-1], e_test[1:]):
            levels = left + (right-left)*node
            parts = plane_section(np.repeat(e_test[:, None], 16, axis=1),
                                  np.repeat(w_test[:, None], 16, axis=1),
                                  levels)
            factor = (right-left) * node_weight * np.exp(-s*levels)
            by_section += [(p * factor).sum() for p in parts]
        section_error = max(section_error, np.abs(by_section-direct).max())
assert section_error < 1e-10

# Energy derivative of S against finite differences.
derivative_error = 0.0
for level in (-3.5, -1.0):
    step = 1e-3
    numeric = (reference(level+step)[1] - reference(level-step)[1])/(2*step)
    derivative_error = max(derivative_error,
                           abs(numeric + level*reference(level)[0]/12))
assert derivative_error < 1e-6

# Fitted order at a regular energy. The oscillating prefactor limits the fit.
fermi = -3.5
g_ref, s_ref = reference(fermi)
c_mean = mean_coefficient(fermi)
x0 = np.arccos(-fermi/2 - 2)
d_scale = np.sin(2*x0) / (16*np.pi**2)
sizes = np.unique(np.rint(np.geomspace(16, 96, 24)).astype(int))
errors = np.array([grid_sums(n, fermi)[1] - s_ref for n in sizes])
fit_order = -np.polyfit(np.log(sizes), np.log(np.abs(errors)), 1)[0]
assert abs(fit_order - 2) < 0.15

# Oscillating coefficient on fine Gamma-centred grids.
fine = np.arange(71, 112, 2)
fine_eta = 2*np.pi/fine
scaled = np.array([(grid_sums(n, fermi)[1]-s_ref)/(2*np.pi/n)**2
                   for n in fine])
phase = np.mod(x0/fine_eta, 1)
oscillation = d_scale * (phase**2 - phase + 1/6)
rms_before = np.sqrt(np.mean((scaled-c_mean)**2))
rms_after = np.sqrt(np.mean((scaled-c_mean-oscillation)**2))
assert rms_after < 0.4*rms_before

# Mean coefficient: equally spaced offsets remove the leading oscillations.
index = np.arange(16)
offsets = np.stack([((m*index) % 16 + 0.5)/16 for m in (1, 3, 7)], axis=1)
mean_rows = []
eta64 = 2*np.pi/64
for level in (-5.0, -3.5, -1.0, 0.0):
    exact_s = reference(level)[1]
    measured = np.mean([grid_sums(64, level, o)[1]-exact_s
                        for o in offsets]) / eta64**2
    predicted = mean_coefficient(level)
    mean_rows.append((level, measured, predicted))
    assert abs(measured/predicted - 1) < 0.08
zero_level = brentq(mean_coefficient, -3.0, -2.05)
zero_s = reference(zero_level)[1]
zero_measured = np.mean([grid_sums(64, zero_level, o)[1]-zero_s
                         for o in offsets]) / eta64**2
assert abs(zero_measured) < 0.2*abs(c_mean)

# Root-mean-square errors over offsets at regular and saddle energies.
orders = {}
for level in (-3.5, -2.0):
    exact = reference(level)
    rms = []
    for n in (20, 80):
        difference = np.array([grid_sums(n, level, o)-exact for o in offsets])
        rms.append(np.sqrt(np.mean(difference**2, axis=0)))
    orders[level] = np.log(rms[0]/rms[1])/np.log(4)
assert np.all(np.abs(orders[-3.5]-2) < 0.3)
assert 0.6 < orders[-2.0][0] < 1.4
assert abs(orders[-2.0][1]-2) < 0.3

# Grid size for a requested relative error, using the largest leading error.
target = 1e-3
largest = max(abs(c_mean+d_scale/6), abs(c_mean-d_scale/12))
needed = int(np.ceil(2*np.pi*np.sqrt(largest/(target*s_ref))))
achieved = max(abs(grid_sums(n, fermi)[1]/s_ref-1)
               for n in range(needed, needed+6))
assert achieved < 1.05*target  # allows for higher-order terms

# SI example for a model metal.
hopping = 1.0*const.e
lattice = 0.3e-9
lifetime = 10e-15
speed = 2*hopping*lattice/const.hbar
sigma_factor = speed**2/(hopping*lattice**3)
transport = sigma_factor*s_ref
conductivity = 2*const.e**2*lifetime*transport

print(f"hopping t = {hopping/const.e:.3f} eV")
print(f"lattice constant a = {lattice*1e9:.3f} nm")
print(f"relaxation time tau = {lifetime*1e15:.1f} fs")
print(f"Fermi energy E_F/t = {fermi:.3f} (dimensionless)")
print(f"velocity scale v0 = {speed:.5e} m/s")
print(f"reference g = {g_ref:.8f} (dimensionless)")
print(f"reference S = {s_ref:.8f} (dimensionless)")
print(f"reference Sigma = {transport:.6e} J^-1 m^-1 s^-2")
print(f"reference conductivity = {conductivity:.6e} S/m")
print(f"reference resistivity = {1e8/conductivity:.4f} microohm cm")
print("Gamma grid: N, S_N, relative error (%), error/eta^2")
for n in (12, 24, 48, 96):
    value = grid_sums(n, fermi)[1]
    print(f"  {n:3d} {value:.8f} {100*(value/s_ref-1):+.5f} "
          f"{(value-s_ref)/(2*np.pi/n)**2:+.7f}")
value48 = grid_sums(48, fermi)[1]
sigma48 = 2*const.e**2*lifetime*sigma_factor*value48
print(f"conductivity at N=48 = {sigma48:.6e} S/m")
print(f"fitted order, N=16 to 96 = {fit_order:.4f} (dimensionless)")
print(f"mean coefficient C = {c_mean:+.7f} (dimensionless)")
print(f"stationary angle x0 = {x0:.6f} rad")
print(f"oscillation factor D/B2 = {d_scale:+.7f} (dimensionless)")
print(f"rms of error/eta^2 - C = {rms_before:.3e} (dimensionless)")
print(f"rms after subtracting D = {rms_after:.3e} (dimensionless)")
print("offset mean at N=64: E/t, measured C, predicted C")
for level, measured, predicted in mean_rows:
    print(f"  {level:+.2f} {measured:+.7f} {predicted:+.7f}")
print(f"C vanishes at E/t = {zero_level:.6f} (dimensionless)")
print(f"measured C there = {zero_measured:+.3e} (dimensionless)")
print("offset-rms orders from N=20 to 80: E/t, order of g, order of S")
for level in (-3.5, -2.0):
    print(f"  {level:+.2f} {orders[level][0]:.4f} {orders[level][1]:.4f}")
print(f"requested relative error = {100*target:.3f} %")
print(f"estimated grid size N = {needed:d} cells per axis")
print(f"largest error for N to N+5 = {100*achieved:.5f} %")
print(f"largest tetrahedron test error = {section_error:.2e} (dimensionless)")
print(f"largest derivative test error = {derivative_error:.2e} (dimensionless)")
print("done: every assertion held")
```

Running it gives:

```
hopping t = 1.000 eV
lattice constant a = 0.300 nm
relaxation time tau = 10.0 fs
Fermi energy E_F/t = -3.500 (dimensionless)
velocity scale v0 = 9.11560e+05 m/s
reference g = 0.05977097 (dimensionless)
reference S = 0.03092894 (dimensionless)
reference Sigma = 5.941031e+57 J^-1 m^-1 s^-2
reference conductivity = 3.050090e+06 S/m
reference resistivity = 32.7859 microohm cm
Gamma grid: N, S_N, relative error (%), error/eta^2
   12 0.03026845 -2.13549 -0.0024092
   24 0.03070411 -0.72693 -0.0032803
   48 0.03087419 -0.17701 -0.0031952
   96 0.03091600 -0.04182 -0.0030197
conductivity at N=48 = 3.044691e+06 S/m
fitted order, N=16 to 96 = 1.9810 (dimensionless)
mean coefficient C = -0.0028551 (dimensionless)
stationary angle x0 = 1.823477 rad
oscillation factor D/B2 = -0.0030657 (dimensionless)
rms of error/eta^2 - C = 2.197e-04 (dimensionless)
rms after subtracting D = 2.162e-05 (dimensionless)
offset mean at N=64: E/t, measured C, predicted C
  -5.00 -0.0022569 -0.0022561
  -3.50 -0.0028535 -0.0028551
  -1.00 +0.0034765 +0.0034710
  +0.00 +0.0029012 +0.0028951
C vanishes at E/t = -2.334287 (dimensionless)
measured C there = -1.074e-05 (dimensionless)
offset-rms orders from N=20 to 80: E/t, order of g, order of S
  -3.50 2.0101 2.0016
  -2.00 0.9273 1.8509
requested relative error = 0.100 %
estimated grid size N = 66 cells per axis
largest error for N to N+5 = 0.08986 %
largest tetrahedron test error = 1.33e-15 (dimensionless)
largest derivative test error = 2.01e-10 (dimensionless)
done: every assertion held
```
